**Kane tunnelling exponent against a single-band triangular barrier**

For a symmetric two-band gap Eg with edge mass m, tilted by a uniform force F, the transmission exponent is S₂ = (π/4)√(2m) Eg^(3/2)/(ħF). A single parabolic band of the same mass under a triangular barrier of height Eg has S₁ = (4/3)√(2m) Eg^(3/2)/(ħF), so S₂/S₁ = 3π/16. The program obtains the two-band decay constant by diagonalization and takes the single-band one from its parabolic dispersion. It integrates both over position and asserts agreement with the two formulas for two parameter sets. It also asserts that direct time evolution of the two-band model reproduces S₂ and its increased value at one transverse momentum, and that the exact Airy-function transmission reproduces the change of S₁ when the field is halved. It asserts that the exponent follows the reduced mass for one equal and two unequal pairs of masses. For Eg = 0.8 eV, m = 0.05 electron masses and 1 MV/cm, the output shows S₂ = 6.44 and S₁ = 10.93, a factor of 89 between the exponentials. The remaining lines size effects that the model neglects, among them a smaller gap, a dopant tail and a midgap trap.

## Program and output

```python
"""
Interband tunnelling through a uniformly tilted gap, symmetric two-band model.
Result under test: the transmission exponent (T = exp(-S)) is
    S_two = (pi/4) sqrt(2 m) Eg^(3/2) / (hbar F),
while a single parabolic band under a triangular barrier of height Eg has
    S_one = (4/3) sqrt(2 m) Eg^(3/2) / (hbar F),   so S_two/S_one = 3 pi/16.
Eg: gap, m: mass at both band edges, F: force (electron charge times field).
Hamiltonian: H(k) = (Eg/2) sigma_z + hv k sigma_x, hv = hbar times velocity.
Internal units: eV, nm, eV/nm; masses in units of the free-electron mass.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import airy

H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/(2 m_e), eV nm^2
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]], dtype=complex)
SZ = np.array([[1, 0], [0, -1]], dtype=complex)


def velocity(gap, mass):
    return np.sqrt(gap * H2M / mass)


def two_band_formula(gap, mass, force):
    return np.pi / 4 * gap**1.5 / (np.sqrt(H2M / mass) * force)


def one_band_formula(gap, mass, force):
    return 4 / 3 * gap**1.5 / (np.sqrt(H2M / mass) * force)


def reduced_mass_formula(gap, m_red, force):
    """pi sqrt(m_red) gap^(3/2) / (2 hbar force)"""
    return np.pi / 2 * np.sqrt(m_red / (2 * H2M)) * gap**1.5 / force


def kappa_two(energy, gap, hv):
    """Decay constant from the eigenvalue problem for k at fixed energy."""
    matrix = SX @ (energy * np.eye(2) - gap / 2 * SZ) / hv
    return np.max(np.abs(np.linalg.eigvals(matrix).imag))


def kappa_one(energy, gap, mass):
    """Single band; energy is measured from midgap, entry edge at -gap/2."""
    return np.sqrt(max(energy + gap / 2, 0.0) * mass / H2M)


def action(kappa, force, e_low, e_high):
    """Twice the integral of kappa over position, local energy = force*x."""
    return 2 * quad(lambda x: kappa(force * x), e_low / force, e_high / force,
                    epsabs=1e-9, epsrel=1e-9, limit=200)[0]


def edge_masses(gap, hv, common):
    """Conduction and valence edge masses by finite differences of the bands."""
    dk = 1e-3 * gap / hv
    def bands(k):
        return np.linalg.eigvalsh(gap / 2 * SZ + hv * k * SX
                                  + common * k**2 * np.eye(2))
    curvature = (bands(dk) - 2 * bands(0.0) + bands(-dk)) / dk**2
    return 2 * H2M / curvature[1], -2 * H2M / curvature[0]


def evolved_exponent(gap, hv, force, k_perp=0.0):
    """-ln(probability) of the band change while the force sweeps k."""
    k_end = 40 * gap / (2 * hv)
    def ham(k):
        return gap / 2 * SZ + hv * k * SX + hv * k_perp * SY
    fixed = -1j * ham(0.0) / force
    slope = -1j * hv * SX / force
    start = np.linalg.eigh(ham(-k_end))[1][:, 0]
    sol = solve_ivp(lambda k, c: (fixed + k * slope) @ c, (-k_end, k_end),
                    start, method="DOP853", rtol=1e-10, atol=1e-12,
                    t_eval=[k_end])
    upper = np.linalg.eigh(ham(k_end))[1][:, 1]
    return -np.log(abs(np.vdot(upper, sol.y[:, -1]))**2)


def airy_log_transmission(height, mass, force):
    """Exact ln T: free region (kinetic energy = height), then a sharp step
    up to a barrier that falls linearly with slope 'force'."""
    c = mass / H2M
    alpha = (c * force)**(1 / 3)
    ai, aip, bi, bip = airy(alpha * height / force)
    k = np.sqrt(c * height)
    psi, dpsi = bi + 1j * ai, -alpha * (bip + 1j * aip)
    incident = (psi + dpsi / (1j * k)) / 2
    return np.log(alpha / (np.pi * k * abs(incident)**2))


def unequal_mass_action(gap, m_c, m_v, force):
    """Action with a common quadratic term that makes the masses unequal."""
    common = (H2M / m_c - H2M / m_v) / 2
    hv = np.sqrt(gap * (H2M / m_c + H2M / m_v) / 2)
    assert np.allclose(edge_masses(gap, hv, common), (m_c, m_v), rtol=1e-4)
    def kappa(e):
        roots = np.roots([common**2, 2 * e * common + hv**2, e**2 - gap**2 / 4])
        return np.sqrt(max(np.max(roots.real), 0.0))
    return action(kappa, force, -gap / 2, gap / 2)


# ---- parameters of the example (rough, round values) ----
gap, mass, field_MVcm = 0.8, 0.05, 1.0
force = field_MVcm * 1e8 * 1e-9            # eV/nm
layer, temperature = 10.0, 300.0           # nm, K
hv = velocity(gap, mass)

# ---- edge mass and both actions, for the example and a second case ----
for g, m, f in [(gap, mass, force), (0.3, 0.02, 0.03)]:
    v = velocity(g, m)
    assert np.allclose(edge_masses(g, v, 0.0), (m, m), rtol=1e-4)
    s2 = action(lambda e: kappa_two(e, g, v), f, -g / 2, g / 2)
    s1 = action(lambda e: kappa_one(e, g, m), f, -g / 2, g / 2)
    assert abs(s2 / two_band_formula(g, m, f) - 1) < 1e-6
    assert abs(s1 / one_band_formula(g, m, f) - 1) < 1e-6
    assert abs(s2 / s1 - 3 * np.pi / 16) < 1e-6

S2 = action(lambda e: kappa_two(e, gap, hv), force, -gap / 2, gap / 2)
S1 = action(lambda e: kappa_one(e, gap, mass), force, -gap / 2, gap / 2)
S2_first = action(lambda e: kappa_two(e, gap, hv), force, -gap / 2, 0)
S2_second = action(lambda e: kappa_two(e, gap, hv), force, 0, gap / 2)
S1_first = action(lambda e: kappa_one(e, gap, mass), force, -gap / 2, 0)
S1_second = action(lambda e: kappa_one(e, gap, mass), force, 0, gap / 2)
k2_mid = kappa_two(0.0, gap, hv)
k1_mid, k1_end = kappa_one(0.0, gap, mass), kappa_one(gap / 2, gap, mass)
assert abs(k1_end / k2_mid - 2) < 1e-9
near_edge = -gap / 2 + 1e-4 * gap
edge_ratio = kappa_two(near_edge, gap, hv) / kappa_one(near_edge, gap, mass)
assert abs(edge_ratio - 1) < 1e-3

# ---- beyond WKB: time evolution, and exact Airy transmission ----
S_evolved = evolved_exponent(gap, hv, force)
assert abs(S_evolved - S2) < 3e-3          # finite sweep range limits this
E_perp = 0.02
S_perp = evolved_exponent(gap, hv, force, np.sqrt(E_perp * mass / H2M))
S_perp_formula = two_band_formula(gap, mass, force) * (1 + 4 * E_perp / gap)
assert abs(S_perp - S_perp_formula) < 5e-3
airy_difference = (airy_log_transmission(gap, mass, force)
                   - airy_log_transmission(gap, mass, force / 2))
assert abs(airy_difference - S1) < 0.02    # slowly varying prefactor remains

# ---- unequal masses: only the reduced mass enters ----
for m_v in (0.05, 0.06, 0.10):
    m_red = mass * m_v / (mass + m_v)
    direct = unequal_mass_action(gap, mass, m_v, force)
    assert abs(direct / reduced_mass_formula(gap, m_red, force) - 1) < 1e-6
m_hole = 0.06
S_hole = unequal_mass_action(gap, mass, m_hole, force)
S1_reduced = action(lambda e: kappa_one(e, gap, mass / 2), force,
                    -gap / 2, gap / 2)

# ---- other neglected effects, sized for the example ----
gap_cut = 0.05
g_low = gap - gap_cut
S_low = action(lambda e: kappa_two(e, g_low, hv), force, -g_low / 2, g_low / 2)
tail_cm3, eps_r = 1e18, 14.0
field_slope = const.e * tail_cm3 * 1e6 / (const.epsilon_0 * eps_r) * 1e-18
S_tail = 2 * quad(lambda e: kappa_two(e, gap, hv)
                  / np.sqrt(force**2 + 2 * field_slope * e),
                  -gap / 2, gap / 2, epsabs=1e-9)[0]
kT = const.k * temperature / const.e
length = gap / force
assert length < layer                      # the tilted gap fits in the layer
spare = force * layer - gap
assert spare < gap                         # too little for impact ionization

print(f"gap                                      {gap:.2f} eV")
print(f"edge mass                                {mass:.3f} m_e")
print(f"field                                    {field_MVcm:.2f} MV/cm")
print(f"force                                    {force:.3f} eV/nm")
print(f"undoped layer                            {layer:.1f} nm")
print(f"hbar^2/(2 m_e)                           {H2M:.5f} eV nm^2")
print(f"hbar v                                   {hv:.4f} eV nm")
print(f"tunnel length                            {length:.2f} nm")
print(f"kappa two-band, midgap                   {k2_mid:.4f} 1/nm")
print(f"kappa one-band, midgap                   {k1_mid:.4f} 1/nm")
print(f"kappa one-band, far end                  {k1_end:.4f} 1/nm")
print(f"S two-band                               {S2:.4f}")
print(f"S one-band                               {S1:.4f}")
print(f"ratio two-band/one-band                  {S2 / S1:.4f}")
print(f"S two-band, first half of path           {S2_first:.4f}")
print(f"S two-band, second half of path          {S2_second:.4f}")
print(f"S one-band, first half of path           {S1_first:.4f}")
print(f"S one-band, second half of path          {S1_second:.4f}")
print(f"exp(-S) two-band                         {np.exp(-S2):.3e}")
print(f"exp(-S) one-band                         {np.exp(-S1):.3e}")
print(f"ratio of these factors                   {np.exp(S1 - S2):.1f}")
print(f"S one-band with reduced mass             {S1_reduced:.4f}")
print(f"ratio two-band/that                      {S2 / S1_reduced:.4f}")
print(f"S two-band from time evolution           {S_evolved:.4f}")
print(f"S one-band from Airy, F and F/2          {airy_difference:.4f}")
print(f"transverse energy tested                 {E_perp:.3f} eV")
print(f"S there, time evolution                  {S_perp:.4f}")
print(f"S there, formula                         {S_perp_formula:.4f}")
print(f"transverse energy for factor 1/e         {gap / (4 * S2):.4f} eV")
print(f"heavier hole mass                        {m_hole:.3f} m_e")
print(f"S with that hole mass                    {S_hole:.4f}")
print(f"exp(-S) changes by factor                {np.exp(S2 - S_hole):.3f}")
print(f"gap reduction, fixed v                   {gap_cut:.3f} eV")
print(f"S with reduced gap                       {S_low:.4f}")
print(f"exp(-S) changes by factor                {np.exp(S2 - S_low):.3f}")
print(f"dopant tail                              {tail_cm3:.1e} cm^-3")
print(f"relative permittivity                    {eps_r:.1f}")
print(f"field change over tunnel length, approx  "
      f"{field_slope * length * 10:.3f} MV/cm")
print(f"S with dopant tail                       {S_tail:.4f}")
print(f"temperature                              {temperature:.0f} K")
print(f"thermal factor exp(-gap/kT)              {np.exp(-gap / kT):.2e}")
print(f"factor for half path to midgap trap      {np.exp(-S2_first):.3e}")
print(f"energy drop in layer minus gap           {spare:.3f} eV")
print("verified")
```

Output:

```
gap                                      0.80 eV
edge mass                                0.050 m_e
field                                    1.00 MV/cm
force                                    0.100 eV/nm
undoped layer                            10.0 nm
hbar^2/(2 m_e)                           0.03810 eV nm^2
hbar v                                   0.7808 eV nm
tunnel length                            8.00 nm
kappa two-band, midgap                   0.5123 1/nm
kappa one-band, midgap                   0.7245 1/nm
kappa one-band, far end                  1.0246 1/nm
S two-band                               6.4380
S one-band                               10.9294
ratio two-band/one-band                  0.5890
S two-band, first half of path           3.2190
S two-band, second half of path          3.2190
S one-band, first half of path           3.8641
S one-band, second half of path          7.0653
exp(-S) two-band                         1.600e-03
exp(-S) one-band                         1.792e-05
ratio of these factors                   89.3
S one-band with reduced mass             7.7283
ratio two-band/that                      0.8330
S two-band from time evolution           6.4379
S one-band from Airy, F and F/2          10.9319
transverse energy tested                 0.020 eV
S there, time evolution                  7.0819
S there, formula                         7.0818
transverse energy for factor 1/e         0.0311 eV
heavier hole mass                        0.060 m_e
S with that hole mass                    6.7242
exp(-S) changes by factor                0.751
gap reduction, fixed v                   0.050 eV
S with reduced gap                       5.6584
exp(-S) changes by factor                2.181
dopant tail                              1.0e+18 cm^-3
relative permittivity                    14.0
field change over tunnel length, approx  0.103 MV/cm
S with dopant tail                       6.4444
temperature                              300 K
thermal factor exp(-gap/kT)              3.64e-14
factor for half path to midgap trap      4.000e-02
energy drop in layer minus gap           0.200 eV
verified
```
